**Huzinaga operator: commutation and environment levels, tested on random matrices and H$_2$CO**

The program tests $H=F-FD_BS-SD_BF$, where $F$ is the Fock matrix, $S$ the overlap matrix and $D_B=C_BC_B^T$ the per-spin density of the frozen environment orbitals $C_B$. It asserts that $HD_BS=SD_BH$ within rounding, both for a random symmetric $F$ and for formaldehyde in restricted Hartree-Fock/6-31G, although $F$ itself does not commute with the environment projector. It also asserts that the environment eigenvalues of $H$ are minus those of $C_B^TFC_B$, which for the two C-H environment orbitals gives +0.5627 and +0.8759 hartree. When two canonical orbitals are frozen instead, their own orbital energies are asserted to change sign. The embedded self-consistent calculation reproduces the full energy of −113.80734 hartree. A shift of the energy zero past 0.5479 hartree brings one environment orbital into the filled set. For an environment prepared in an electric field, the program asserts the Lagrange multiplier equation and compares finite-difference energy slopes with the derived ones; the energy then lies 1.47 millihartree above the full result.

## Check in Python

```python
"""Huzinaga operator H = F - F D_B S - S D_B F for projector embedding.

Claims tested: H commutes with the environment projector for any symmetric F,
and its environment eigenvalues are minus those of C_B^T F C_B.
F: Fock matrix, S: overlap, C_B: frozen environment orbitals (S-orthonormal),
D_B = C_B C_B^T: environment density per spin. A: active occupied orbitals.
Example: H2CO, restricted Hartree-Fock, 6-31G. Atomic units (hartree).
"""
import numpy as np
from scipy.linalg import eigh, expm, null_space, svd
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def huzinaga(F, D_B, S, k=1.0):
    return F - k * (F @ D_B @ S + S @ D_B @ F)


def inverse_root(S):
    s, U = eigh(S)
    return (U / np.sqrt(s)) @ U.T


def commutator_norm(M, D_B, S):
    """Norm of [m, P] in the symmetrically orthonormalized basis."""
    X = inverse_root(S)
    return np.linalg.norm(X @ (M @ D_B @ S - S @ D_B @ M) @ X)


def block_levels(F, C_B, S):
    """Levels of F restricted to B and to its S-orthogonal complement."""
    N = null_space(C_B.T @ S)
    inside = np.linalg.eigvalsh(C_B.T @ F @ C_B)
    outside = eigh(N.T @ F @ N, N.T @ S @ N, eigvals_only=True)
    return inside, outside


# Arbitrary symmetric F and arbitrary overlap: no self-consistency involved
n = 9
R = rng.normal(size=(n, n))
S_r = np.eye(n) + 0.1 * R @ R.T
F_r = rng.normal(size=(n, n))
F_r = F_r + F_r.T
C_r = inverse_root(S_r) @ np.linalg.qr(rng.normal(size=(n, 3)))[0]
D_r = C_r @ C_r.T
H_r = huzinaga(F_r, D_r, S_r)
random_F_comm = commutator_norm(F_r, D_r, S_r)
random_H_comm = commutator_norm(H_r, D_r, S_r)
assert random_F_comm > 0.1 and random_H_comm < 1e-10
ins, outs = block_levels(F_r, C_r, S_r)
assert np.allclose(eigh(H_r, S_r, eigvals_only=True),
                   np.sort(np.r_[-ins, outs]), atol=1e-9)
bare_comm = np.linalg.norm(H_r @ D_r @ S_r - D_r @ S_r @ H_r)
assert bare_comm > 1e-3

# Molecule and integrals
r_CO, r_CH, angle = 1.21, 1.11, 116.0
half = np.radians(angle / 2)
y, z = r_CH * np.sin(half), -r_CH * np.cos(half)
mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, r_CO)],
                  ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="6-31g", unit="Angstrom", verbose=0)
S = mol.intor("int1e_ovlp")
h0 = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")
nao = mol.nao_nr()
n_occ = mol.nelectron // 2
n_B = 2
n_A = n_occ - n_B
guess = np.asarray(scf.hf.init_guess_by_minao(mol)) / 2


def fock(h, D):
    J = np.tensordot(eri, D, axes=([2, 3], [0, 1]))
    K = np.tensordot(eri, D, axes=([1, 2], [0, 1]))
    return h + 2 * J - K


def energy(h, D):
    return mol.energy_nuc() + np.sum((h + fock(h, D)) * D)


def solve(h, C_B, n_active):
    """Self-consistent active orbitals with C_B frozen, aufbau filling."""
    D_B = C_B @ C_B.T
    D = guess.copy()
    for iteration in range(1, 601):
        e, C = eigh(huzinaga(fock(h, D), D_B, S), S)
        new = C[:, :n_active] @ C[:, :n_active].T + D_B
        change = np.max(abs(new - D))
        if change < 1e-10:
            return e, C, new, iteration
        D = 0.5 * (D + new)
    raise RuntimeError("self-consistency not reached")


def partition(C_occ):
    """Rotate occupied orbitals; B has the largest weight on hydrogen."""
    slices = mol.aoslice_by_atom()
    rows = np.r_[slices[2, 2]:slices[2, 3], slices[3, 2]:slices[3, 3]]
    root_S = np.linalg.inv(inverse_root(S))
    _, s, Vt = svd((root_S @ C_occ)[rows])
    return C_occ @ Vt[n_B:].T, C_occ @ Vt[:n_B].T, s**2


# Full calculation and its partition
e_full, C_full, D_full, it_full = solve(h0, np.zeros((nao, 0)), n_occ)
E_full = energy(h0, D_full)
F = fock(h0, D_full)
C_A, C_B, weights = partition(C_full[:, :n_occ])
assert weights[1] - weights[2] > 0.1
D_A, D_B = C_A @ C_A.T, C_B @ C_B.T
H = huzinaga(F, D_B, S)
F_comm, H_comm = commutator_norm(F, D_B, S), commutator_norm(H, D_B, S)
assert F_comm > 1e-2 and H_comm < 1e-9
k2_comm = commutator_norm(huzinaga(F, D_B, S, 2.0), D_B, S)
assert abs(k2_comm - F_comm) < 1e-9

# Spectrum of H against the separate blocks of F
e_H, C_H = eigh(H, S)
weight_B = np.sum((C_B.T @ S @ C_H)**2, axis=0)
assert np.max(np.minimum(weight_B, abs(1 - weight_B))) < 1e-8
b = np.linalg.eigvalsh(C_B.T @ F @ C_B)
a = np.linalg.eigvalsh(C_A.T @ F @ C_A)
flipped = e_H[weight_B > 0.5]
others = e_H[weight_B < 0.5]
assert np.allclose(flipped, np.sort(-b), atol=1e-8)
assert np.allclose(others[:n_A], a, atol=1e-7)
assert np.allclose(others[n_A:], e_full[n_occ:], atol=1e-7)
assert abs(a.sum() + b.sum() - e_full[:n_occ].sum()) < 1e-7

# Lowest orbitals of H are the active ones; those of plain F are not
low_H, low_F = C_H[:, :n_A], C_full[:, :n_A]
leak_H = np.sum((C_B.T @ S @ low_H)**2)
leak_F = np.sum((C_B.T @ S @ low_F)**2)
assert leak_H < 1e-9 and leak_F > 0.1
assert np.allclose(low_H @ low_H.T, D_A, atol=1e-7)

# Invariant environment: canonical energies themselves change sign
chosen = [3, 4]
C_can = C_full[:, chosen]
expected = e_full.copy()
expected[chosen] *= -1
e_can = eigh(huzinaga(F, C_can @ C_can.T, S), S, eigvals_only=True)
assert np.allclose(e_can, np.sort(expected), atol=1e-7)

# Embedded self-consistency from an atomic guess
_, _, D_emb, it_emb = solve(h0, C_B, n_A)
E_emb = energy(h0, D_emb)
assert abs(E_emb - E_full) < 1e-8
assert np.allclose(D_emb, D_full, atol=1e-7)

# A change of energy zero can make environment orbitals enter the filling
c_star = -(a.max() + b.max()) / 2
intruders = []
for c in (c_star - 0.01, c_star + 0.01):
    _, C_c = eigh(huzinaga(F + c * S, D_B, S), S)
    intruders.append(np.sum((C_B.T @ S @ C_c[:, :n_A])**2))
assert abs(intruders[0]) < 1e-8 and abs(intruders[1] - 1) < 1e-8

# Environment prepared in a field, then frozen with the field removed
field = 0.02
h_field = h0 + field * mol.intor("int1e_r")[2]
_, C_f, _, _ = solve(h_field, np.zeros((nao, 0)), n_occ)
_, B_f, _ = partition(C_f[:, :n_occ])
e_x, C_x, D_x, it_x = solve(h0, B_f, n_A)
E_x = energy(h0, D_x)
F_x = fock(h0, D_x)
A_x = C_x[:, :n_A]
assert np.max(abs(B_f.T @ S @ A_x)) < 1e-9
assert E_x > E_full + 1e-6
multiplier = B_f.T @ F_x @ A_x
residual = F_x @ A_x - S @ A_x * e_x[:n_A] - S @ B_f @ multiplier
assert np.linalg.norm(multiplier) > 1e-2
assert np.linalg.norm(residual) < 1e-7

# Finite-difference energy slopes for rotations into the virtual space
occ_x = np.hstack([A_x, B_f])
N = null_space(occ_x.T @ S)
V_x = N @ inverse_root(N.T @ S @ N)
C_all = np.hstack([occ_x, V_x])


def energy_slope(block, columns):
    K = np.zeros((nao, nao))
    K[n_occ:, columns] = block
    K -= K.T
    t = 2e-4
    values = []
    for sign in (1, -1):
        C = (C_all @ expm(sign * t * K))[:, :n_occ]
        values.append(energy(h0, C @ C.T))
    return (values[0] - values[1]) / (2 * t)


K_A = rng.normal(size=(nao - n_occ, n_A))
K_A /= np.linalg.norm(K_A)
slope_A = energy_slope(K_A, slice(0, n_A))
F_VB = V_x.T @ F_x @ B_f
slope_B = energy_slope(F_VB / np.linalg.norm(F_VB), slice(n_A, n_occ))
slope_B_formula = 4 * np.linalg.norm(F_VB)
assert abs(slope_A) < 1e-5
assert slope_B_formula > 1e-3
assert abs(slope_B - slope_B_formula) < 1e-5


def row(values):
    return " ".join(f"{v:.5f}" for v in values)


print(f"C-O and C-H lengths (angstrom): {r_CO:.2f} {r_CH:.2f}")
print(f"H-C-H angle (degree): {angle:.1f}")
print(f"Basis functions, occupied, A, B: {nao} {n_occ} {n_A} {n_B}")
print("Hydrogen weights in partition:", row(weights))
print(f"Random case, norm [f,P]: {random_F_comm:.4f}")
print(f"Random case, norm [h,P]: {random_H_comm:.1e}")
print(f"Random case, bare array commutator norm: {bare_comm:.4f}")
print(f"H2CO norm [f,P] (hartree): {F_comm:.5f}")
print(f"H2CO norm [h,P] (hartree): {H_comm:.1e}")
print(f"H2CO norm [h,P], prefactor 2 (hartree): {k2_comm:.5f}")
print("Canonical occupied energies (hartree):")
print(row(e_full[:n_occ]))
print("Active block energies a (hartree):")
print(row(a))
print("Environment block energies b (hartree):", row(b))
print("Environment levels of H (hartree):", row(flipped))
print("Environment block energies b (eV):", row(b * HARTREE_EV))
print("Environment levels of H (eV):", row(flipped * HARTREE_EV))
print(f"Lowest virtual level of F (hartree): {e_full[n_occ]:.5f}")
print(f"Lowest virtual level of H (hartree): {others[n_A]:.5f}")
print(f"Sum of canonical energies (hartree): {e_full[:n_occ].sum():.5f}")
print(f"Sum of a and b energies (hartree): {a.sum() + b.sum():.5f}")
print(f"B content of lowest {n_A} orbitals of F: {leak_F:.5f}")
print(f"B content of lowest {n_A} orbitals of H: {leak_H:.1e}")
print("Canonical pair chosen as B (hartree):", row(e_full[chosen]))
print(f"Full energy (hartree): {E_full:.8f}")
print(f"Embedded energy (hartree): {E_emb:.8f}")
print(f"Iterations, full and embedded: {it_full} {it_emb}")
print(f"Critical shift c* (hartree): {c_star:.5f}")
print("B content at c* -0.01 and +0.01 hartree:", row(np.abs(intruders)))
print(f"Preparation field (atomic units): {field:.3f}")
print(f"Energy with field-prepared B (hartree): {E_x:.8f}")
print(f"Energy above full result (millihartree): {(E_x-E_full)*1e3:.5f}")
print(f"Multiplier norm (hartree): {np.linalg.norm(multiplier):.5f}")
print(f"Multiplier equation residual: {np.linalg.norm(residual):.1e}")
print(f"Energy slope, A to virtual (hartree/rad): {slope_A:.1e}")
print(f"Energy slope, B to virtual (hartree/rad): {slope_B:.6f}")
print(f"Same slope from 4|F_VB| (hartree/rad): {slope_B_formula:.6f}")
print("all tests passed")
```

Output:

```
C-O and C-H lengths (angstrom): 1.21 1.11
H-C-H angle (degree): 116.0
Basis functions, occupied, A, B: 22 8 6 2
Hydrogen weights in partition: 0.48517 0.42076 0.00402 0.00000
Random case, norm [f,P]: 5.6172
Random case, norm [h,P]: 4.4e-15
Random case, bare array commutator norm: 3.5564
H2CO norm [f,P] (hartree): 0.71845
H2CO norm [h,P] (hartree): 6.5e-15
H2CO norm [h,P], prefactor 2 (hartree): 0.71845
Canonical occupied energies (hartree):
-20.59566 -11.35603 -1.42793 -0.87091 -0.70074 -0.64356 -0.53303 -0.44032
Active block energies a (hartree):
-20.59534 -11.33614 -1.39650 -0.69022 -0.57837 -0.53303
Environment block energies b (hartree): -0.87590 -0.56269
Environment levels of H (hartree): 0.56269 0.87590
Environment block energies b (eV): -23.83447 -15.31146
Environment levels of H (eV): 15.31146 23.83447
Lowest virtual level of F (hartree): 0.12498
Lowest virtual level of H (hartree): 0.12498
Sum of canonical energies (hartree): -36.56818
Sum of a and b energies (hartree): -36.56818
B content of lowest 6 orbitals of F: 1.46988
B content of lowest 6 orbitals of H: 5.1e-32
Canonical pair chosen as B (hartree): -0.87091 -0.70074
Full energy (hartree): -113.80733605
Embedded energy (hartree): -113.80733605
Iterations, full and embedded: 83 78
Critical shift c* (hartree): 0.54786
B content at c* -0.01 and +0.01 hartree: 0.00000 1.00000
Preparation field (atomic units): 0.020
Energy with field-prepared B (hartree): -113.80586401
Energy above full result (millihartree): 1.47204
Multiplier norm (hartree): 0.50573
Multiplier equation residual: 1.2e-10
Energy slope, A to virtual (hartree/rad): -8.0e-09
Energy slope, B to virtual (hartree/rad): 0.103566
Same slope from 4|F_VB| (hartree/rad): 0.103566
all tests passed
```
